# Integrating the border-trap admittance equation through an oxide

A model capacitor has an oxide 5 nm thick. Its capacitance is 0.581 µF/cm² at 1 kHz and 0.548 µF/cm² at 1 MHz. Yet a trap at its semiconductor interface captures an electron in $10^{-10}$ s, far less than either period. Interface traps this fast would follow both signals equally well and give no such fall. The fall comes from traps inside the oxide, which electrons reach by tunnelling: the slower the signal, the deeper the traps that can follow it.

## A capacitor worked by hand

Let $x$ run from the semiconductor, $x=0$, to the gate, $x=t$. The chosen parameters, which describe no particular material, are:

- relative permittivity 4, so $\varepsilon=3.542$ µF/cm² nm, and $t=5$ nm;
- semiconductor capacitance $C_s=2$ µF/cm², held fixed;
- trap density $N=2\times10^{19}$ cm⁻³ eV⁻¹, uniform in depth and energy.

These are device units, in which a slab of thickness $d$ has capacitance $\varepsilon/d$ per area. Traps that follow the signal fully store charge like a capacitor of $q^2N=0.320$ µF/cm² per nm of depth, where $q$ is the elementary charge.

Without traps, oxide and semiconductor are in series:
$$\frac1{C_0}=\frac12+\frac5{3.542}=1.912,\qquad C_0=0.523\ \text{µF/cm}^2 .$$

Suppose now that at 1 kHz the traps down to 1.491 nm follow and deeper ones do not. This depth is derived below. Gather the active traps into one sheet at half that depth, 0.746 nm. The sheet capacitance is $0.3204\times1.491=0.478$ µF/cm². Start at the semiconductor and work outwards.

1. Add 0.746 nm of oxide in series: $1/(0.5+0.746/3.542)=1.407$.
2. Add the sheet in parallel: $1.407+0.478=1.885$.
3. Add the remaining 4.254 nm in series: $1/(1/1.885+4.254/3.542)=0.5775$ µF/cm².

At 1 MHz the active depth is 0.817 nm. The sheet then has 0.262 µF/cm² and lies at 0.409 nm, and the same three operations give $1.625$, $1.887$ and $0.548$ µF/cm². One sheet already reproduces most of the fall.

If the 1 kHz sheet is moved to the interface, it stands in parallel with $C_s$:
$$\frac1{1/(2+0.478)+5/3.542}=0.551\ \text{µF/cm}^2 .$$
The same number of traps now adds 0.028 instead of 0.054 µF/cm². Position matters because the signal potential grows towards the gate, so a deeper trap is driven harder and its charge lies closer to the gate.

Two things are missing: the rule that decides which traps follow, and a way to add sheets continuously.

## How one trap follows the signal

Let a trap at energy $E$ have occupation $f$, capture rate $r_c$ and emission rate $r_e$:
$$\frac{df}{dt}=r_c(1-f)-r_ef,\qquad r_e=r_c\,e^{(E-E_F)/k_BT}.$$
The ratio of rates is detailed balance with semiconductor electrons at Fermi level $E_F$; any level degeneracy is absorbed in $E$. The trap exchanges electrons with the semiconductor and not with the gate.

Apply a small signal proportional to $e^{i\omega t}$. Let $\phi$ be the potential at the trap relative to the semiconductor contact. It shifts the electron energy by $-q\phi$, so
$$\delta r_e=r_e\left(\frac{\delta r_c}{r_c}-\frac{q\phi}{k_BT}\right).$$
The linearized rate equation is
$$i\omega\,\delta f=(1-f_0)\delta r_c-f_0\delta r_e-(r_c+r_e)\delta f .$$
Equilibrium requires $r_ef_0=r_c(1-f_0)$. This gives two simplifications:
$$f_0\delta r_e=(1-f_0)\delta r_c-r_c(1-f_0)\frac{q\phi}{k_BT},\qquad r_c+r_e=\frac{r_c}{f_0}.$$
The terms in $\delta r_c$ cancel. Scaling both rates by the same factor does not change the occupation to first order; only a change in their ratio does. At the interface, for example, a nondegenerate surface electron density changes by the fraction $q\phi/k_BT$, which changes the capture rate but not the emission rate. With $\tau=1/r_c$, multiplying by $f_0\tau$ gives
$$\delta f=\frac{f_0(1-f_0)}{1+i\omega\tau f_0}\,\frac{q\phi}{k_BT}.$$

Now sum over energy, taking $N$ and $\tau$ as constant over the levels that respond. Since $f_0=1/(1+e^{(E-E_F)/k_BT})$,
$$dE=-\frac{k_BT\,df_0}{f_0(1-f_0)} .$$
As $E$ rises, $f_0$ falls from 1 to 0; reversing the limits absorbs the minus sign. The trapped charge density is therefore
$$\rho=-qN\int\delta f\,dE=-q^2N\phi\int_0^1\frac{df_0}{1+i\omega\tau f_0}=-q^2N\,L(\omega\tau)\,\phi,$$
$$L(u)=\frac{\ln(1+iu)}{iu}=\frac{\arctan u}{u}-i\,\frac{\ln(1+u^2)}{2u}.$$
For $u\ll1$, $L\to1$ and the traps follow fully. For $u\gg1$, $L\to0$ and their charge is frozen. The temperature has cancelled, except through $\tau$.

Tunnelling makes capture slower with depth. The squared wave function decays as $e^{-2\kappa x}$, so
$$\tau(x)=\tau_0e^{2\kappa x},\qquad \kappa=\frac{\sqrt{2m^*E_b}}{\hbar}.$$
A barrier $E_b=2.5$ eV and a tunnelling mass $m^*$ of 0.4 electron masses give $\kappa=5.12$ nm⁻¹. The example uses $\tau_0=10^{-10}$ s. The barrier is taken as independent of depth and energy.

## From sheets to a differential equation

Poisson's equation, $-\varepsilon\phi''=\rho$, becomes
$$\varepsilon\phi''=q^2N\,L(\omega\tau(x))\,\phi .$$
The semiconductor charge per area is $-C_s\phi(0)$. Gauss's law equates it to the displacement $-\varepsilon\phi'(0)$ entering the oxide, so $\varepsilon\phi'(0)=C_s\phi(0)$. At the gate the charge per area is $+\varepsilon\phi'(t)$.

Define the complex capacitance seen from $x$ towards the semiconductor, $c=\varepsilon\phi'/\phi$. Differentiate the quotient:
$$\frac{dc}{dx}=\frac{\varepsilon\phi''}{\phi}-\varepsilon\left(\frac{\phi'}{\phi}\right)^2
=-\frac{c^2}{\varepsilon}+q^2N\,L(\omega\tau),\qquad c(0)=C_s .$$
These are the hand operations in differential form. The first term adds oxide $dx$ in series, since $d(1/c)=dx/\varepsilon$; the second adds a trap sheet in parallel.

The admittance is $Y=i\omega c$. Multiplying by $i\omega$, with $c^2=Y^2/(i\omega)^2$ and $i\omega L=\ln(1+i\omega\tau)/\tau$, gives
$$\frac{dY}{dx}=-\frac{Y^2}{i\omega\varepsilon}+q^2N\,\frac{\ln(1+i\omega\tau_0e^{2\kappa x})}{\tau_0e^{2\kappa x}},\qquad Y(0)=i\omega C_s .$$
This is the distributed border-trap equation. At the gate $Y=G+i\omega C$, so $c(t)=C-iG/\omega$. Working with $c$ removes the large range of $\omega$ from the numbers.

## The algorithm

Divide the oxide into slices of width $h$ and give each the value of $L$ at its midpoint. With $k^2=q^2NL/\varepsilon$ constant in a slice, $\phi''=k^2\phi$ has the solution
$$\phi_{\rm new}=\phi\cosh kh+\frac{\phi'}k\sinh kh,\qquad
\phi'_{\rm new}=k\phi\sinh kh+\phi'\cosh kh .$$
Put $\phi'=c\phi/\varepsilon$ and divide; $\phi$ cancels:
$$c_{\rm new}=\frac{c\cosh kh+\varepsilon k\sinh kh}{\cosh kh+(c/\varepsilon k)\sinh kh}.$$
Either square root for $k$ serves, because the formula is even in $k$. As $k\to0$ it becomes $c/(1+ch/\varepsilon)$, the series rule.

For each frequency:

1. Set $c=C_s$.
2. For each slice, from semiconductor to gate, compute $L$ at the midpoint, then $k$, then $c_{\rm new}$.
3. At $x=t$ read $C=\operatorname{Re}c$ and $G=-\omega\operatorname{Im}c$.

Write $c=C-iB$ within a slice. The equation separates into
$$C'=\frac{B^2-C^2}{\varepsilon}+q^2N\operatorname{Re}L,\qquad B'=-\frac{2CB}{\varepsilon}-q^2N\operatorname{Im}L .$$
Because $\operatorname{Re}L>0$ and $\operatorname{Im}L<0$, $C'$ is positive wherever $C=0$, and $B'$ is positive wherever $B=0$. Neither can turn negative, whatever the slice width.

The midpoint choice removes the leading error: the linear change of $L$ across a slice is odd about its centre. What remains is of order $h^3$ per slice, or $h^2$ in total. At 10 kHz, relative to an adaptive Runge–Kutta integration of the equation for $c$, 200 slices err by $1.05\times10^{-6}$ µF/cm² and 400 slices by $2.6\times10^{-7}$, a factor of four. The results below use 2000 slices.

| Frequency | Depth $x_\omega$ (nm) | $C$ (µF/cm²) | $G/\omega$ (µF/cm²) |
|---|---|---|---|
| 1 kHz | 1.49 | 0.581 | 0.0089 |
| 10 kHz | 1.27 | 0.569 | 0.0079 |
| 100 kHz | 1.04 | 0.558 | 0.0070 |
| 1 MHz | 0.82 | 0.548 | 0.0062 |

## Where the responding depth comes from

For few traps, write $c=c_0+\delta$ and drop $\delta^2$:
$$\delta'=-\frac{2c_0}{\varepsilon}\delta+q^2NL .$$
The trap-free potential is proportional to $\phi_0=1+C_sx/\varepsilon$, and $c_0=\varepsilon\phi_0'/\phi_0$. Multiplying by $\phi_0^2$ makes the equation $(\phi_0^2\delta)'=q^2NL\phi_0^2$. Since $\delta(0)=0$,
$$\delta(t)=q^2N\int_0^tL\,w\,dx,\qquad w(x)=\left(\frac{1+C_sx/\varepsilon}{1+C_st/\varepsilon}\right)^2 .$$
The weight $w$ is the positional effect found by hand.

Let $F(x)=\int_0^xw\,dx'$ and integrate by parts. The boundary terms vanish at $x=0$, where $F=0$, and are negligible at the gate if $\omega\tau(t)\gg1$. With $u=\omega\tau$ and $x=(\ln u-\ln\omega\tau_0)/2\kappa$,
$$\int_0^tLw\,dx\simeq\int_0^\infty F(x)\,p(u)\frac{du}u,\qquad p=-u\frac{dL}{du}.$$
Extending the lower limit to zero is allowed for $\omega\tau_0\ll1$, because $p\simeq iu/2$ there. The integral is an average of $F$ over a complex distribution in $\ln u$. For $0<s<1$ its moment function is
$$M(s)=\int_0^\infty u^sp\,\frac{du}u=s\int_0^\infty u^{s-1}L\,du .$$
Insert $L=\int_0^1df/(1+iuf)$ and use $\int_0^\infty v^{s-1}dv/(1+v)=\pi/\sin\pi s$, with the contour rotated to $v=iuf$:
$$M(s)=i^{-s}\frac{\pi s}{\sin\pi s}\int_0^1f^{-s}df=\frac{i^{-s}}{1-s}\,\frac{\pi s}{\sin\pi s}.$$
Continued to $s=0$, its logarithm is
$$\ln M=s\left(1-\frac{i\pi}2\right)+\frac{s^2}2\left(1+\frac{\pi^2}3\right)+\frac{s^3}3+\dots$$
So $\ln u$ has mean $1-i\pi/2$, variance $1+\pi^2/3$ and third central moment 2. Since $F$ is cubic, its Taylor series about the mean ends at third order:
$$\int_0^tLw\,dx\simeq F(z)+\frac{1+\pi^2/3}{8\kappa^2}F''(z)+\frac{F'''}{24\kappa^3},\qquad z=\frac{1-\ln(i\omega\tau_0)}{2\kappa}.$$
The real part of $z$ is the responding depth,
$$x_\omega=\frac{1+\ln(1/\omega\tau_0)}{2\kappa}.$$
At 1 kHz, $\omega\tau_0=6.28\times10^{-7}$, so $x_\omega=(1+14.28)/10.25=1.49$ nm, as used by hand. Each decade of frequency moves it by $\ln10/2\kappa=0.22$ nm. The edge is gradual, but far beyond it the traps are silent: removing all those deeper than 2.5 nm changes $c$ at 1 kHz by $2\times10^{-6}$ µF/cm².

The weak-density formula gives $C=0.591$ µF/cm² at 1 kHz. Its trap contribution, 0.068, exceeds the integrated 0.058 by about 17% of the latter. The omitted term $-\delta^2/\varepsilon$ supplies the reduction. At 1 MHz the excess is about 9%. Full integration is therefore needed at this density.

## Capacitance slope and loss

To leading order the active edge sets the slope:
$$-\frac{dC}{d\ln\omega}\simeq\frac{q^2N}{2\kappa}\,w(x_\omega).$$
Since $w$ increases with depth, the capacitance falls by less in each successive decade, as the table shows. At 30 kHz this estimate is 0.0059 µF/cm², while a central difference of the integrated capacitance gives 0.0048 µF/cm². The difference is again the effect of finite trap density.

The loss obeys a relation that does not need weak density. Frequency enters as $i\omega$, and for a positive real value in place of $i\omega$ the whole equation is real. Thus $c=g(\ln\omega+i\pi/2)$, with $g$ real on the real axis. If $g$ varies slowly,
$$C-\frac{iG}\omega\simeq g(\ln\omega)+\frac{i\pi}2g'(\ln\omega),
\qquad\frac G\omega\simeq-\frac\pi2\frac{dC}{d\ln\omega}.$$
At 30 kHz the right side is $1.571\times0.00476=0.00748$ µF/cm², and the integrated $G/\omega$ agrees to about 0.1%. The relation requires $\omega\tau_0\ll1\ll\omega\tau(t)$, so that the active edge lies well inside the oxide. Outside this range $g$ need not vary slowly: at higher frequencies even the traps at the interface lag, and at far lower ones the traps follow all the way to the gate.

## What an interface-state reading does

An interface analysis subtracts the oxide in series and then $C_s$:
$$c_{\rm app}=\frac1{1/c(t)-t/\varepsilon}-C_s,\qquad D_{\rm app}=\frac{\operatorname{Re}c_{\rm app}}{q^2}.$$
Applied to the border-trap result, it gives $D_{\rm app}=7.6\times10^{12}$ cm⁻² eV⁻¹ at 1 kHz and $2.7\times10^{12}$ at 1 MHz. The number of active traps per area at 1 kHz, $Nx_\omega$, is just $3.0\times10^{12}$ cm⁻² eV⁻¹. The apparent density is larger for two reasons: deep traps are driven by more than the interface potential, and their charge, lying closer to the gate, has more effect there than the same charge at the interface.

With $C_s=0.5$ µF/cm², the potential rises less steeply into the oxide, and the same traps appear as $4.3\times10^{12}$ cm⁻² eV⁻¹ at 1 kHz. So $D_{\rm app}$ is not a property of the interface. It does not reveal itself through oxide thickness, however: beyond the active traps $1/c$ grows by $dx/\varepsilon$, which the subtraction removes.

Put a real interface band of $7.6\times10^{12}$ cm⁻² eV⁻¹ in place of the border traps, with the single capture time $\tau_0$. Its capacitance is 0.581 µF/cm² at both 1 kHz and 1 MHz. For small $u$, $\operatorname{Re}L\simeq1-u^2/3$, and $\omega\tau_0$ is still $6\times10^{-4}$ at 1 MHz. The fall found with border traps is lost. A freely chosen spread of interface capture times might imitate one curve, so a curve at a single bias does not by itself locate the traps.

In principle, the static limit separates the two pictures further. If every trap followed, $L=1$ throughout and one slice would suffice. With $k=\sqrt{0.3204/3.542}=0.301$ nm⁻¹, $\varepsilon k=1.065$ µF/cm² and $\tanh kt=0.906$,
$$C=\frac{2+1.065\times0.906}{1+2\times0.906/1.065}=1.10\ \text{µF/cm}^2 .$$
This exceeds $\varepsilon/t=0.708$ µF/cm², which static interface states cannot do, since their charge lies behind the full oxide. The limit belongs to the model: approaching it closely takes periods of order $\tau(t)\approx2\times10^{12}$ s or longer. The excess over $\varepsilon/t$ appears sooner, at periods of about $5\times10^3$ s, but by then the active traps extend past the middle of the oxide. In a real device traps near the gate would exchange electrons with the gate, which the equation omits. It also omits leakage, true interface states, and any variation of $N$, $\kappa$ or $\tau_0$ with energy. A depth profile $N(x)$ needs no new method: use its midpoint value in each slice.
